\section*{Blöchl's correction to the linear tetrahedron method and its remaining errors, part 2}

The linear tetrahedron method approximates $\langle X\rangle=V_G^{-1}\int d^3k\,X\,\theta(E_F-\varepsilon)$ for a band $\varepsilon(\mathbf k)$, with $V_G$ the Brillouin-zone volume. Its $h^2$ error is to be corrected. Units are atomic, for one spin; $N=\langle1\rangle$. With several bands, total $N$ is fixed and Fermi-surface averages cover all sheets.

The simple cubic mesh has step $h$ and contains $\mathbf k=0$. Each cube, with lowest corner $\mathbf k_0$ and $\mathbf u=(\mathbf k-\mathbf k_0)/h$, is cut into six tetrahedra $T$ of volume $V_T$, one per ordering of the $u_a$. The cube inversion $\mathbf u\to(1,1,1)-\mathbf u$ permutes them. Corners are $\mathbf k_i$, with values $X_i,\varepsilon_i$, and edges $\mathbf d_{ij}=\mathbf k_i-\mathbf k_j$. The tensor $M(\mathbf u)=M_T=h^{-2}\sum_{i<j}\mathbf d_{ij}\mathbf d_{ij}^T$ has mean $\bar M$.

Interpolation errors are $\eta_X=X_{\rm lin}-X$, with cube mean $\bar\eta_X=h^2\operatorname{tr}(\bar MH_X)/40$ and $H_X$ the Hessian. Linear weights $w_i$ give $\langle X\rangle_{\rm lin}=\sum_{T,i}w_iX_i$, and $D_T=V_G^{-1}\int_T\delta(E-\varepsilon_{\rm lin})\,d^3k$. The level $E=E_F^{\rm lin}$ reproduces $N$; $\Delta E=E_F^{\rm lin}-E_F$ and $\sigma=\Delta E-\eta_\varepsilon=O(h^2)$. A full tetrahedron has $w_i=\frac14$ in units of $V_T/V_G$. For sorted corners and $E$ just above $\varepsilon_1$, $w_4\propto(E-\varepsilon_1)^4$ and $D_T\propto(E-\varepsilon_1)^2$.

$D$ is the density of states at $E_F$, and $\langle\cdot\rangle_F$ the Fermi-surface average with measure $dS/|\nabla\varepsilon|$. Three assumptions hold: $\varepsilon$ and $X$ have four bounded derivatives on and near the occupied region; $\nabla\varepsilon\ne0$ on the Fermi surface; both its principal curvatures are nonzero.

For smooth $f$ and $\mathbf R=2\pi\mathbf m/h$, integer $\mathbf m\ne0$, assuming convergent mode sums:
- Rule S: $\oint dS\,f\,e^{i\mathbf R\cdot\mathbf k}=O(h)$.
- Rule V: $\int_{\rm occ}d^3k\,f\,e^{i\mathbf R\cdot\mathbf k}=O(h^2)$.
- Rule D: the $E$-derivative of a type S integral is $O(1)$.

The earlier results are
\begin{equation}
\langle X\rangle_{\rm lin}-\langle X\rangle=\frac1{V_G}\int_{\rm occ}\eta_X\,d^3k+D\,\langle X\,(\Delta E-\eta_\varepsilon)\rangle_F+O(h^4).
\label{eq:split0}
\end{equation}
\begin{equation}
\langle X\rangle_{\rm lin}-\langle X\rangle=\mathcal V_X+D\,\langle X\,(\Delta E-\bar\eta_\varepsilon)\rangle_F+O(h^3),
\qquad
\mathcal V_X=\frac{h^2}{40\,V_G}\int_{\rm occ}\operatorname{tr}(\bar MH_X)\,d^3k .
\label{eq:split}
\end{equation}

\subsection{From the volume term to corner weights}

Because $\bar M$ is constant, $\operatorname{tr}(\bar MH_X)=\sum_{ab}\bar M_{ab}\partial_a\partial_bX=\nabla\cdot(\bar M\nabla X)$. The outward normal of the occupied region points towards higher energy, $\mathbf n=\nabla\varepsilon/|\nabla\varepsilon|$, for electron and hole sheets alike. Where the occupied region reaches the zone boundary, opposite faces cancel by periodicity of $X$. Gauss's theorem then gives
\begin{equation}
\mathcal V_X=\frac{h^2}{40\,V_G}\oint dS\,\mathbf n^T\bar M\nabla X=\frac{h^2}{40}\,D\,\big\langle\nabla\varepsilon^T\bar M\,\nabla X\big\rangle_F .
\label{eq:gauss}
\end{equation}
A full band has no Fermi surface, so $\mathcal V_X=0$ and the linear method has no $h^2$ error for it. The step needs a uniform mesh: if $\bar M$ depends on $\mathbf k$, the volume term $-\int(\nabla\cdot\bar M)\cdot\nabla X$ is left over. Nothing so far depends on the cell being a cube; a lattice of parallelepipeds cut in the same way only changes $\bar M$.

Equation \eqref{eq:gauss} contains first derivatives only, and their projections on the edges are available as corner differences. Define
\begin{equation}
\mathcal B_X=\frac1{40}\sum_TD_T\sum_{i<j}(\varepsilon_i-\varepsilon_j)(X_i-X_j)
=\frac1{40\,V_G}\int d^3k\,\delta(E_F^{\rm lin}-\varepsilon_{\rm lin})\,F(\mathbf k),
\label{eq:B}
\end{equation}
where $F$ is the edge sum, constant in each $T$, and the second form is the definition of $D_T$. A difference along an edge is $\varepsilon_i-\varepsilon_j=\mathbf d_{ij}\cdot\nabla\varepsilon(\mathbf k^{\rm mid}_{ij})+O(h^3)$ at the edge midpoint, and likewise for $X$. Moving the gradients from the midpoint to $\mathbf k$ costs a term linear in $\mathbf k^{\rm mid}_{ij}-\mathbf k$, which changes sign under the cube inversion while $\mathbf d\mathbf d^T$ does not. So
\begin{equation}
F(\mathbf k)=h^2\,\nabla\varepsilon^TM(\mathbf u)\nabla X+h^3\times(\text{periodic, zero mean})+O(h^4).
\end{equation}
The $h^3$ term contributes $h^3\cdot h$ by rule S. Replacing $\delta(E_F-\varepsilon+\sigma)$ by $\delta(E_F-\varepsilon)$ omits $\sigma F\delta'$, of order $h^4$ by rule D. This leaves
\begin{equation}
\mathcal B_X=\frac{h^2}{40}D\,\langle\nabla\varepsilon^TM(\mathbf u)\nabla X\rangle_F+O(h^4)=\mathcal V_X+O(h^3),
\label{eq:BV}
\end{equation}
the $h^3$ term being the oscillating part of $M(\mathbf u)$ under rule S.

The edge sum is linear in the corner values $X_i$. Extending it to all ordered pairs and exchanging the names $i,j$ in the $X_j$ term,
\begin{align}
\sum_{i<j}(\varepsilon_i-\varepsilon_j)(X_i-X_j)
&=\frac12\sum_{i,j}(\varepsilon_i-\varepsilon_j)X_i-\frac12\sum_{i,j}(\varepsilon_i-\varepsilon_j)X_j\nonumber\\
&=\sum_{i,j}(\varepsilon_i-\varepsilon_j)X_i=-\sum_iX_i\sum_j(\varepsilon_j-\varepsilon_i).
\end{align}
The corrected value is the linear one minus the estimated error, $\langle X\rangle_{\rm cor}=\langle X\rangle_{\rm lin}-\mathcal B_X=\sum_T\sum_i(w_i+dw_i)X_i$, with Bl\"ochl's correction
\begin{equation}
dw_i=\frac{D_T(E_F^{\rm lin})}{40}\sum_{j=1}^4(\varepsilon_j-\varepsilon_i).
\label{eq:dw}
\end{equation}
The weight of a mesh point is the sum of $w_i+dw_i$ over the tetrahedra that share it.

\subsection{Electron number}

The summand $\varepsilon_j-\varepsilon_i$ is antisymmetric, so
\begin{equation}
\sum_{i=1}^4dw_i=\frac{D_T}{40}\Big(4\sum_j\varepsilon_j-4\sum_i\varepsilon_i\Big)=0
\end{equation}
exactly, in every tetrahedron, for every $E$ and every $h$. The count $N(E)$ and its root $E_F^{\rm lin}$ are the same with and without the correction, and adding a constant to $X$ or to $\varepsilon$ and $E$ leaves $\mathcal B_X$ unchanged. With $\bar\varepsilon_T$ the corner mean, $dw_i=D_T(\bar\varepsilon_T-\varepsilon_i)/10$: weight moves from corners above the mean to corners below it. The corrected contributions are not confined to $[0,\frac14]$. For $E$ slightly above $\varepsilon_1$, $w_4\propto(E-\varepsilon_1)^4$ while $dw_4\propto-(E-\varepsilon_1)^2$, so $w_4+dw_4<0$. Corrected weights are quadrature weights and cannot be read as occupations.

\subsection{What the correction leaves}

For $X=1$ the interpolation is exact and the left side of \eqref{eq:split} vanishes at fixed $N$, which gives
\begin{equation}
\Delta E=\langle\bar\eta_\varepsilon\rangle_F+O(h^3).
\label{eq:dE}
\end{equation}
The Fermi level of the method is wrong at order $h^2$ unless $\langle\bar\eta_\varepsilon\rangle_F=0$, and the correction, having zero sum, cannot alter it. Inserting \eqref{eq:dE} and \eqref{eq:BV} into \eqref{eq:split},
\begin{equation}
\langle X\rangle_{\rm cor}-\langle X\rangle=-D\,\mathrm{Cov}_F(X,\bar\eta_\varepsilon)+O(h^3),\qquad
\mathrm{Cov}_F(f,g)=\langle fg\rangle_F-\langle f\rangle_F\langle g\rangle_F .
\label{eq:cov}
\end{equation}
The correction therefore removes the $h^2$ error when one of the two factors is constant on the Fermi surface. The first case is $X=\varepsilon$, in any band that meets the three assumptions; here $\mathcal B_\varepsilon=\frac1{40}\sum_TD_T\sum_{i<j}(\varepsilon_i-\varepsilon_j)^2\ge0$, so at order $h^2$ and fixed $N$ the linear band energy is too high whatever the sign of the band curvature. The second case, constant $\bar\eta_\varepsilon$, is realised by a quadratic band, $\varepsilon=\frac12\mathbf k^TA\mathbf k$, for which $\bar\eta_\varepsilon=h^2\operatorname{tr}(\bar MA)/40$ is a constant absorbed in $\Delta E$; the $h^2$ error then goes for every smooth $X$. Quadratic bands are not the only example: $\varepsilon=\pm(\cos k_x+\cos k_y+\cos k_z)$ has a diagonal Hessian with trace $-\varepsilon$, and since the diagonal elements $\bar M_{aa}$ of the cubic mesh are equal, $\bar\eta_\varepsilon=-h^2\bar M_{aa}\,\varepsilon/40$ is constant on its Fermi surface as well. This second case needs the same constant on every sheet, that is, among quadratic bands, a single band or bands with equal $\operatorname{tr}(\bar MA)$: two isotropic parabolic bands of different mass have different constants $\bar\eta_\varepsilon$ on their two sheets, one $\Delta E$ cannot absorb both, and the number of electrons in each band keeps an $h^2$ error. For a general band and general $X$ a term of order $h^2$ survives.

If the weights are evaluated at the exact $E_F$, then $\Delta E=0$ in \eqref{eq:split} and the corrected error is $-D\langle X\bar\eta_\varepsilon\rangle_F$. This is $\delta N=-D\langle\bar\eta_\varepsilon\rangle_F$ for the count and $E_F\,\delta N$ for the band energy. At fixed level the $h^2$ error is absent only when $\langle X\bar\eta_\varepsilon\rangle_F=0$; for a combination $X=\alpha\varepsilon+\gamma$ of band energy and count this reads $(\alpha E_F+\gamma)\langle\bar\eta_\varepsilon\rangle_F=0$. If $\langle\bar\eta_\varepsilon\rangle_F\ne0$ it selects the multiples of $\varepsilon-E_F$, which vanishes on the Fermi surface; if $\langle\bar\eta_\varepsilon\rangle_F=0$ every such combination qualifies.

The smoothness assumption fails where bands sorted by energy cross, because each sorted band has a kink. Where both bands are filled their sum is smooth and interpolation is linear, so the kinks cancel in the band-summed energy. For this energy the difficulty is confined to the places where the crossing set meets the Fermi surface. These are lines if the bands cross on a surface, as free-electron bands folded into the zone do, and isolated points if they cross along a line. The derivation makes no statement about the tetrahedra at these places.

\section{Free electrons, the remainder and a counterexample}

\subsection{Symbols and results carried over}

The mesh is cubic with step $h$, each cube cut into six tetrahedra by the ordering of the fractional coordinates $\mathbf u$. $M(\mathbf u)=M_T=h^{-2}\sum_{i<j}\mathbf d_{ij}\mathbf d_{ij}^T$ is the edge tensor and $\bar M$ its mean. $D$ is the density of states at $E_F$, $\langle\cdot\rangle_F$ the Fermi-surface average with measure $dS/|\nabla\varepsilon|$, $H_X$ the Hessian of $X$, $\eta=$ interpolant minus exact function, and $\bar\eta_\varepsilon=h^2\operatorname{tr}(\bar MH_\varepsilon)/40$. At fixed electron number $N$, up to $O(h^3)$,
\begin{align}
\langle X\rangle_{\rm lin}-\langle X\rangle&=\mathcal V_X-D\,\mathrm{Cov}_F(X,\bar\eta_\varepsilon),\qquad
\mathcal V_X=\frac{h^2}{40}\langle\operatorname{tr}(\bar MH_X)\rangle,\nonumber\\
\sum_{T,i}dw_iX_i&=-\mathcal B_X=-\frac{h^2}{40}D\langle\nabla\varepsilon^T\bar M\nabla X\rangle_F=-\mathcal V_X,\qquad
E_F^{\rm lin}-E_F=\langle\bar\eta_\varepsilon\rangle_F,
\end{align}
with $dw_i=D_T\sum_j(\varepsilon_j-\varepsilon_i)/40$ and $\sum_idw_i=0$.

\subsection{Edge tensor of the cubic mesh}

For the ordering $u_a\ge u_b\ge u_c$ the edges, in units of $h$ and up to sign, are $\mathbf e_a$, $\mathbf e_b$, $\mathbf e_c$, $\mathbf e_a+\mathbf e_b$, $\mathbf e_b+\mathbf e_c$ and $\mathbf e_a+\mathbf e_b+\mathbf e_c$. An element of $M_T$ counts the edges that contain both unit vectors: $M_{aa}=3$, $M_{bb}=4$, $M_{cc}=3$, $M_{ab}=2$, $M_{bc}=2$, $M_{ac}=1$. Let $\chi_a(\mathbf u)$ be 1 when $u_a$ is the middle one of the three coordinates and 0 otherwise. For any labelling with $a,b,c$ distinct,
\begin{equation}
M_{aa}=3+\chi_a,\qquad M_{bc}=2-\chi_a .
\label{eq:M}
\end{equation}
Each axis is the middle one in two of the six orderings, so $\bar\chi_a=1/3$ and
\begin{equation}
\bar M_{aa}=\frac{10}3,\qquad \bar M_{ab}=\frac53,\qquad \operatorname{tr}M_T=\operatorname{tr}\bar M=10 .
\end{equation}
The off-diagonal elements single out the $(1,1,1)$ diagonal shared by all six tetrahedra: the division has lower symmetry than the mesh.

\subsection{Order $h^2$ for free electrons}

Take $\varepsilon=k^2/2$ in the extended zone, where it is smooth, with a Fermi sphere of radius $k_F$. Then $H_\varepsilon=1$, $\nabla\varepsilon=\mathbf k$, $NV_G=4\pi k_F^3/3$ and $DV_G=4\pi k_F^2/k_F$, so $D/N=3/k_F^2$. The averages needed are $\langle k^p\rangle/N=3k_F^p/(p+3)$ for the radial part and, over directions, $\overline{\hat k_a\hat k_b}=\delta_{ab}/3$, $\overline{\hat k_z^4}=\frac12\int_{-1}^1\mu^4d\mu=\frac15$ and $\overline{\hat k_x^2\hat k_y^2}=\frac1{15}$. The last follows from $1=\overline{(\hat k_x^2+\hat k_y^2+\hat k_z^2)^2}=3\cdot\frac15+6\,\overline{\hat k_x^2\hat k_y^2}$. Averages odd in any component vanish. The covariance is zero, since $\bar\eta_\varepsilon=10h^2/40=h^2/4$ is constant. Three functions probe different parts of $\bar M$.

For $X=\varepsilon$ the exact value is $\langle\varepsilon\rangle/N=\frac3{10}k_F^2$, and the volume and surface forms are
\begin{equation}
\frac{\mathcal V}{N}=\frac{h^2}{40}\cdot10=\frac{h^2}4,\qquad
\frac{\mathcal B}N=\frac{h^2}{40}\,\frac3{k_F^2}\,k_F^2\,\frac{\operatorname{tr}\bar M}{3}=\frac{h^2}4 .
\end{equation}
For $X=k_xk_y$ the exact value is zero. The Hessian has $H_{xy}=H_{yx}=1$, and $\nabla X=(k_y,k_x,0)$, so that the surviving terms of $\mathbf k^T\bar M\nabla X$ are $\bar M_{xy}(k_x^2+k_y^2)$:
\begin{equation}
\frac{\mathcal V}N=\frac{h^2}{40}\cdot2\cdot\frac53=\frac{h^2}{12},\qquad
\frac{\mathcal B}N=\frac{h^2}{40}\,\frac3{k_F^2}\cdot\frac53\cdot\frac{2k_F^2}3=\frac{h^2}{12}.
\end{equation}
This $X$ is an off-diagonal component of the kinetic stress. The linear method gives it a spurious value because of the preferred diagonal. For $X=k_z^4$ the exact value is $\frac37k_F^4\cdot\frac15=\frac3{35}k_F^4$. Here $H_{zz}=12k_z^2$ with $\langle k_z^2\rangle/N=\frac35k_F^2\cdot\frac13=k_F^2/5$, and $\nabla X=4k_z^3\mathbf e_z$:
\begin{equation}
\frac{\mathcal V}N=\frac{h^2}{40}\cdot\frac{10}3\cdot\frac{12k_F^2}5=\frac{k_F^2h^2}5,\qquad
\frac{\mathcal B}N=\frac{h^2}{40}\,\frac3{k_F^2}\cdot4\cdot\frac{10}3\cdot\frac{k_F^4}5=\frac{k_F^2h^2}5 .
\end{equation}
The level shift is $\Delta E=h^2/4$. At the exact $E_F=k_F^2/2$,
\begin{equation}
\frac{\delta N}N=-\frac3{k_F^2}\,\frac{h^2}4,\qquad
\frac{\langle\varepsilon\rangle_{\rm cor}-\langle\varepsilon\rangle}{N}=\frac{k_F^2}2\,\frac{\delta N}N=-\frac{3h^2}8 .
\end{equation}
Without the correction the energy error at the exact level would be $h^2/4-3h^2/8=-h^2/8$, so at fixed level the correction triples the modulus of the energy error.

\subsection{Order $h^3$ on the Fermi sphere}

For the sphere, rule S can be made explicit. Let $f(\hat{\mathbf k})$ be an even polynomial, $\mu$ the cosine of the angle to $\mathbf R$, $\bar f(\mu)$ the azimuthal mean and $\xi=Rk_F=2\pi|\mathbf m|k_F/h$. One partial integration gives
\begin{equation}
\frac1{4\pi}\oint d\Omega\,f\,e^{i\xi\mu}=\frac12\left[\frac{\bar f\,e^{i\xi\mu}}{i\xi}\right]_{-1}^{1}-\frac1{2i\xi}\int_{-1}^1\bar f'e^{i\xi\mu}d\mu
=f(\hat{\mathbf m})\,\frac{\sin\xi}\xi+O(\xi^{-2}),
\label{eq:sphere}
\end{equation}
because $\bar f(\pm1)=f(\hat{\mathbf m})$ and a second partial integration bounds the last integral by $O(1/\xi)$. For constant $f$ the first term is exact.

One Fourier coefficient is used twice. For integer $j\ne0$ the function $u(1-u)$ is even about $u=\frac12$, so only the cosine contributes, and two partial integrations give
\begin{align}
\int_0^1u(1-u)\cos(2\pi ju)\,du&=-\frac1{2\pi j}\int_0^1(1-2u)\sin(2\pi ju)\,du\nonumber\\
&=\frac1{(2\pi j)^2}\Big[(1-2u)\cos(2\pi ju)\Big]_0^1=-\frac1{2\pi^2j^2}.
\label{eq:four}
\end{align}
With the mean $1/6$, the series is $u(1-u)=\frac16-\sum_{j\ge1}\cos(2\pi ju)/(\pi^2j^2)$.

The Fermi level comes first. At every corner each $u_a$ is 0 or 1, so the sum over $a$ of the one-dimensional interpolants of $k_a^2/2$ is linear and matches all corner values; it is $\varepsilon_{\rm lin}$ in all six tetrahedra. With $k_a=k_{0a}+hu_a$, the one-dimensional error is $\frac12[(1-u)k_0^2+u(k_0+h)^2-(k_0+hu)^2]=\frac12h^2u(1-u)$, and $\eta_\varepsilon=\frac12h^2\sum_au_a(1-u_a)$ exactly. Equation \eqref{eq:split0} with $X=1$ gives $\Delta E=\langle\eta_\varepsilon\rangle_F+O(h^4)$. Each of the three axes contributes the series above with $\cos\to\sin\xi_j/\xi_j$, $\xi_j=2\pi jk_F/h$:
\begin{equation}
\Delta E=\frac{h^2}4-\frac{3h^2}{2}\sum_{j\ge1}\frac1{\pi^2j^2}\,\frac{h\sin(2\pi jt)}{2\pi jk_F}+O(h^4),
\end{equation}
where $t$ is the fractional part of $k_F/h$. Integrating the series of $u(1-u)$ from 0 to $t$ gives $t^2/2-t^3/3=t/6-\sum_j\sin(2\pi jt)/(2\pi^3j^3)$, so that sum equals $t/6-t^2/2+t^3/3=t(1-t)(1-2t)/6$, and
\begin{equation}
\Delta E=\frac{h^2}4-\frac{h^3}{4k_F}\,t(1-t)(1-2t)+O(h^4).
\label{eq:dE3}
\end{equation}

For the corrected energy at fixed $N$, use $X=\varepsilon-E_F$, which has the same error as $\varepsilon$ because $N$ is exact. It vanishes on the Fermi surface, so the surface term of \eqref{eq:split0} is absent, and the volume term equals $Nh^2/4+O(h^4)$ by rule V. The only $h^3$ contribution is that of $\mathcal B_\varepsilon$ in \eqref{eq:BV}. Write $M(\mathbf u)=\sum_{\mathbf m}M_{\mathbf m}e^{2\pi i\mathbf m\cdot\mathbf u}$; the $M_{\mathbf m}$ are real since $M$ is even under the cube inversion. With $\nabla\varepsilon=\nabla X=k_F\hat{\mathbf k}$, $D/N=3/k_F^2$ and \eqref{eq:sphere} applied to $f=\hat{\mathbf k}^TM_{\mathbf m}\hat{\mathbf k}$,
\begin{equation}
\frac{\mathcal B_\varepsilon}N=\frac{3h^2}{40}\left[\frac{10}3+\sum_{\mathbf m\ne0}c_{\mathbf m}\frac{\sin\xi_{\mathbf m}}{\xi_{\mathbf m}}\right]+O(h^4),\qquad c_{\mathbf m}=\hat{\mathbf m}^TM_{\mathbf m}\hat{\mathbf m}.
\end{equation}
The first term cancels $h^2/4$, which leaves
\begin{equation}
\frac{\langle\varepsilon\rangle_{\rm cor}-\langle\varepsilon\rangle}N=-\frac{3h^3}{40\,k_F}\sum_{\mathbf m\ne0}c_{\mathbf m}\,\frac{\sin(2\pi|\mathbf m|k_F/h)}{2\pi|\mathbf m|}+O(h^4).
\label{eq:E3}
\end{equation}
The uncorrected energy has no $h^3$ term; the correction introduces it while removing the $h^2$ term. By \eqref{eq:M}, $\hat{\mathbf m}^TM\hat{\mathbf m}$ is a constant plus $\sum_a\chi_a(\hat m_a^2-2\hat m_b\hat m_c)$. Since $\chi_a=\theta(u_a-u_b)\theta(u_c-u_a)+\theta(u_a-u_c)\theta(u_b-u_a)$, the integrals over $u_b$ and $u_c$ factorise:
\begin{align}
c_{\mathbf m}&=\sum_a(\hat m_a^2-2\hat m_b\hat m_c)\int_0^1du\,e^{-2\pi im_au}\big[A_{m_b}B_{m_c}+A_{m_c}B_{m_b}\big],\nonumber\\
A_m(u)&=\int_0^ue^{-2\pi imv}dv,\qquad B_m(u)=\int_u^1e^{-2\pi imv}dv=\delta_{m0}-A_m(u).
\end{align}
For $\mathbf m=(1,0,0)$ only $a=x$ has a nonzero prefactor, the bracket is $2u(1-u)$, and \eqref{eq:four} gives $c_{100}=-1/\pi^2$. Shifting the mesh by $\mathbf s$ multiplies each term by $e^{-2\pi i\mathbf m\cdot\mathbf s/h}$, so the average of \eqref{eq:E3} over all shifts is $O(h^4)$. An integer $k_F/h$ sets the axis terms of \eqref{eq:E3} and the whole $h^3$ term of \eqref{eq:dE3} to zero, and a convergence study restricted to such meshes does not see them.

Blöchl's correction removes the volume term at order $h^2$ and preserves the electron number, but leaves a covariance term that vanishes for free electrons, whose $h^3$ remainder has been derived. It remains to show a band for which an $h^2$ error survives, to compare the formulas with mesh sums, and to give the order of operations in a code.
